# Exponential Floor Rise and Apparent Incubation Time in Copper Superfilling

**Q.** You say that the floor of a copper trench can accelerate by itself while it is being plated. The bath is the same everywhere. What makes the floor different from the walls?

**A.** Geometry. Suppose an adsorbed accelerator sits on the copper and floats on the growing surface instead of being buried. When the floor rises, it covers the lowest part of each wall. That piece of wall surface disappears, but its accelerator does not, and it ends up on the floor.

Take a long trench of width \(w\) with vertical walls and a flat floor at height \(y(t)\), with \(y(0)=0\). Let \(\theta\) be the floor coverage, as a fraction of a full accelerator layer, and \(\theta_s\) the wall coverage. I assume for now that

- the walls do not move, and \(\theta_s\) is constant;
- the accelerator was put on beforehand, so that the bath neither supplies nor removes any;
- the accelerator spreads evenly over the floor, but none passes from the floor back to the walls.

Per unit length of trench, the floor holds an amount \(w\theta\). A rise \(dy\) removes a length \(dy\) from each of two walls, which carried \(2\theta_s\,dy\). Conservation gives

\[
w\,d\theta = 2\theta_s\,dy ,\qquad
\theta=\theta_i+\frac{2\theta_s}{w}\,y , \tag{1}
\]

where \(\theta_i\) is the initial floor coverage. No rate law has been used: the coverage depends on how far the floor has risen, not on how fast.

**Q.** Then coverage is linear in height. Where does an exponential come from?

**A.** From feedback, once speed depends on coverage. Let the floor speed be linear in coverage over the range used,

\[
v=\frac{dy}{dt}=k(\theta-\theta_c),\qquad \theta_i\le\theta\le 1, \tag{2}
\]

with \(k>0\) and \(v_i=k(\theta_i-\theta_c)>0\). The constant \(\theta_c\) is where the straight line reaches zero speed. Its sign will matter later. Differentiate (2) and insert (1) divided by \(dt\):

\[
\frac{dv}{dt}=k\frac{d\theta}{dt}
=k\,\frac{2\theta_s}{w}\,v=\frac{v}{\tau},
\qquad \tau=\frac{w}{2k\theta_s}. \tag{3}
\]

The offset \(\theta_c\) drops out because it is constant. Separating variables, \(dv/v=dt/\tau\), and integrating from \(v_i\) at \(t=0\),

\[
v=v_i\,e^{t/\tau}. \tag{4}
\]

A second integration, with \(y(0)=0\), gives

\[
y=\int_0^t v_i e^{t'/\tau}dt'=v_i\tau\left(e^{t/\tau}-1\right). \tag{5}
\]

A narrower trench or a richer wall shortens \(\tau\), since each nanometre of rise then concentrates the accelerator more.

**Q.** Equation (5) has a "minus one". Is the rise exponential or not?

**A.** The speed is a pure exponential; the height is an exponential minus a constant. For \(t\ll\tau\), expanding gives \(y\approx v_it\), an ordinary steady rise. For \(t\gg\tau\), the constant is negligible and \(y\approx v_i\tau e^{t/\tau}\), provided that saturation has not yet come.

**Q.** It must come, since coverage cannot exceed one. When?

**A.** Set \(\theta=1\) in (1):

\[
y_{\rm sat}=\frac{w(1-\theta_i)}{2\theta_s}. \tag{6}
\]

This height contains neither \(k\) nor \(\theta_c\). The time does depend on the rate law. With \(v_m=k(1-\theta_c)\) and \(R=v_m/v_i\), equation (4) gives

\[
v_m=v_ie^{t_{\rm sat}/\tau}\quad\Rightarrow\quad t_{\rm sat}=\tau\ln R. \tag{7}
\]

A trench shallower than \(y_{\rm sat}\) fills before its floor saturates. For a deeper one I assume that the floor stays at \(\theta=1\), any excess accelerator being lost or buried. The floor then moves at the constant speed \(v_m\).

**Q.** People plot such a rise and read off an "incubation time". But your floor moves from the first instant. What is incubating?

**A.** In this model nothing is waiting to start, which is why I call the time apparent. A measured incubation time can also include uptake of accelerator from the bath and an early, nearly conformal stage, neither of which is described here. It comes from the late part of the plot. After saturation,

\[
y=y_{\rm sat}+v_m(t-t_{\rm sat}). \tag{8}
\]

Extend this straight line back to \(y=0\) and call the intercept \(t_{\rm inc}\):

\[
t_{\rm inc}=t_{\rm sat}-\frac{y_{\rm sat}}{v_m}. \tag{9}
\]

To evaluate it, put \(t=t_{\rm sat}\) in (5), where \(e^{t_{\rm sat}/\tau}=v_m/v_i\):

\[
y_{\rm sat}=v_i\tau\left(\frac{v_m}{v_i}-1\right)=\tau(v_m-v_i).
\]

This agrees with (6), because \(v_m-v_i=k(1-\theta_i)\). Dividing by \(v_m\) gives \(y_{\rm sat}/v_m=\tau(1-1/R)\), so that

\[
t_{\rm inc}=\tau\left(\ln R-1+\frac1R\right). \tag{10}
\]

It is the time lost compared with a floor that moves at \(v_m\) from the start.

**Q.** Could that expression be negative, or vanish?

**A.** It vanishes at \(R=1\), where the floor starts saturated. Its derivative with respect to \(R\) is \(\tau(1/R-1/R^2)=\tau(R-1)/R^2\), which is positive for \(R>1\). So \(t_{\rm inc}\) is positive whenever there is something to gain.

There are two useful limits. For large \(R\), the last term fades and \(t_{\rm inc}\approx\tau(\ln R-1)\). For \(R=1+\delta\) with small \(\delta\), use \(\ln R\approx\delta-\delta^2/2\) and \(1/R\approx1-\delta+\delta^2\). The constant and linear terms cancel, leaving \(t_{\rm inc}\approx\tau\delta^2/2\). A weak contrast in speed gives hardly any apparent incubation.

**Q.** Why wait for saturation? I could draw a tangent to the exponential part and extend that.

**A.** You would get a different answer at each moment. The tangent at time \(t\) meets \(y=0\) at

\[
t-\frac{y}{v}=t-\tau\left(1-e^{-t/\tau}\right), \tag{11}
\]

which keeps increasing until saturation. A pure exponential has no preferred starting time. The constant final speed is what fixes one.

**Q.** Now the assumption I like least. The walls are copper in the same bath. Why should they stand still?

**A.** Linearity alone does not allow it. Let the walls obey the same law, with speed \(v_s=k(\theta_s-\theta_c)\). Each has to travel \(w/2\) before they meet, which takes

\[
t_{\rm close}=\frac{w}{2v_s}=\tau\,\frac{k\theta_s}{v_s}. \tag{12}
\]

If \(\theta_c\le0\), then \(v_s\ge k\theta_s\) and \(t_{\rm close}\le\tau\). The walls would meet within one growth time, and a long exponential stage between static walls is impossible.

We need \(v_s\ll k\theta_s\). Within the linear law this means a positive threshold \(\theta_c\) just below \(\theta_s\). One possible physical picture is a wall almost blocked by a suppressor, where a little more accelerator opens the surface. The exponential rise between static walls therefore holds under that condition, not for every linear law.

**Q.** "Almost blocked" is still not static. Redo the balance with walls that creep.

**A.** Let the gap be \(w(t)=wg\), where \(w\) now denotes the initial width and \(g=1-2v_st/w\). A flat wall that moves parallel to itself keeps its coverage \(\theta_s\). The floor also keeps its accelerator as it narrows. Hence

\[
\frac{d(wg\,\theta)}{dt}=2\theta_sv .
\]

Expand the left side, using \(d(wg)/dt=-2v_s\):

\[
wg\,\frac{d\theta}{dt}=2\theta_sv+2v_s\theta. \tag{13}
\]

The new term is concentration by narrowing. Multiply by \(k/(wg)\) and replace \(k\theta\) by \(v+k\theta_c\):

\[
\frac{dv}{dt}=\frac{2}{wg}\left[(k\theta_s+v_s)v+v_sk\theta_c\right].
\]

Now use \(s=-\ln g\) as the clock, for which \(ds/dt=2v_s/(wg)\). Dividing the two rates,

\[
\frac{dv}{ds}=\beta v+k\theta_c=\beta(v-a),\qquad
\beta=1+\frac{k\theta_s}{v_s},\quad a=-\frac{k\theta_c}{\beta}.
\]

So \(v-a\) grows as \(e^{\beta s}=g^{-\beta}\), and

\[
v=a+(v_i-a)\left(1-\frac{2v_st}{w}\right)^{-\beta}. \tag{14}
\]

Let \(v_s\to0\) at fixed \(v_i\) and \(t\). Then \(a\to0\), and \(-\beta\ln(1-2v_st/w)\to 2k\theta_st/w=t/\tau\). Equation (4) is recovered.

**Q.** How slow is slow enough?

**A.** Compare the two terms on the right of (13). Narrowing is negligible if \(v_s\theta\ll v\theta_s\). For \(\theta_c>0\) the ratio \(\theta/v\) is largest at the start, so the condition is \(v_s\theta_i\ll v_i\theta_s\). The gap must also stay nearly constant, \(2v_st_{\rm sat}/w\ll1\), and (12) requires \(v_s\ll k\theta_s\). For the speed to follow (4) closely up to saturation, a large \(R\) asks for more: expanding the exponent in (14) to second order in the narrowing gives an extra term \((v_st_{\rm sat}/w)\ln R\), which must be small too.

**Q.** If the trench is coated uniformly, then \(\theta_i=\theta_s\) and \(v_i=v_s\). Your first condition fails however slow the walls are.

**A.** It does. The two terms in (13) are then equal at the start. For a threshold very close to \(\theta_s\), \(\beta\approx k\theta_s/v_s\) and \(a\approx-v_s\), so \(v_i-a\approx2v_s\). The later growth is \(v\approx2v_se^{t/\tau}\), twice the static prediction. The floor reaches \(v_m\) earlier by \(\tau\ln2\). The growth rate survives, but the amplitude does not. A floor that starts somewhat richer than the walls avoids most of this error.

**Q.** Give me numbers.

**A.** I take round values: \(w=100\) nm, depth 500 nm, \(k=10\) nm/s, \(\theta_c=0.198\), \(\theta_s=0.20\) and \(\theta_i=0.22\). The slightly richer floor is a given starting condition. The speeds are

\[
v_i=10(0.220-0.198)=0.22,\quad
v_m=10(1-0.198)=8.02,\quad v_s=0.02\ \text{nm/s}.
\]

Then \(R=8.02/0.22=36.45\), \(\ln R=3.596\), and

\[
\tau=\frac{100}{2(10)(0.20)}=25\ \text{s},\quad
y_{\rm sat}=\frac{100(0.78)}{0.40}=195\ \text{nm},\quad
t_{\rm sat}=25(3.596)=89.9\ \text{s},
\]

\[
t_{\rm inc}=25\left(3.596-1+\frac{1}{36.45}\right)=65.6\ \text{s}.
\]

The large-\(R\) estimate gives 64.9 s. The fill time is \(t_{\rm inc}+500/8.02=127.9\) s, or 2.13 min. By contrast, the tangent drawn at 50 s would have suggested an incubation time of 28.4 s.

As a test, the floor was raised through this same trench in thin strips, adding each strip's wall accelerator and travel time. The logarithm of the speed gave a growth time of 25.00 s, and a line fitted to the late heights cut the axis at 65.59 s.

**Q.** And with the walls released?

**A.** The starting ratio \(v_s\theta_i/(v_i\theta_s)\) is 0.10, so a modest correction is expected. Integrating the moving-wall balance gives saturation at 85.5 s and 186.5 nm, with 96.6 % of the gap left. The apparent incubation time becomes 62.2 s, about 5 % below the static value.

With equal starting coverage, \(\theta_i=\theta_s=0.20\), and the other parameters unchanged, the static formula puts saturation at 149.8 s and the moving-wall balance at 128.1 s. The difference, 21.7 s, exceeds \(\tau\ln2=17.3\) s because the walls are slow but not infinitely slow: in (14), the shrinking gap and the extra 1 in \(\beta\) both hasten the growth. When the threshold was moved to within \(10^{-6}\) of \(\theta_s\), the difference was 17.34 s.

**Q.** What if there is no threshold at all?

**A.** Put \(\theta_c=0\) and \(\theta_i=\theta_s\). Then \(v_s=k\theta_s\), \(\beta=2\) and \(a=0\), so (14) becomes \(\theta=\theta_sg^{-2}\). Saturation occurs at \(g=\sqrt{\theta_s}\). For \(\theta_s=0.20\), 44.7 % of the gap is left. The floor moves faster than the walls, but they have covered more than half of their path, and the growth is a power law in the gap. Faster is not enough to fill the trench. Since \(v=v_sg^{-2}\), the floor is at \((w/2)(1/\sqrt{\theta_s}-1)=62\) nm at saturation. It then rises a further \(w/(2\sqrt{\theta_s})\) at speed \(k\) before the walls meet, reaching \((w/2)(2/\sqrt{\theta_s}-1)=174\) nm. The 500 nm trench would close above its floor; in this idealised picture it fills only for \(\theta_s\) below about 0.033.

**Q.** Does (10) hold for any coverages I choose?

**A.** As algebra for walls held still, yes, on two conditions: \(\theta_c<\theta_i\le1\), so that the floor moves at the start, and a trench deeper than \(y_{\rm sat}\), so that there is a late straight line to extend. With \(k\) and \(\theta_c\) unchanged, a trench with \(w=160\) nm, \(\theta_s=0.30\) and \(\theta_i=0.40\) gives 16.8 s, and the strip sum agrees within 0.02 s. But walls obeying the same law would then move at \(10(0.300-0.198)=1.02\) nm/s, half the initial floor speed of 2.02 nm/s. The formula is right for its premise, and the premise is not met.

**Q.** A straight line for \(v(\theta)\) is also a convenience. What if it bends?

**A.** With static walls, (1) gives \(dt=w\,d\theta/(2\theta_sv)\), and (9) becomes

\[
t_{\rm inc}=\frac{w}{2\theta_s}\int_{\theta_i}^{1}\left[\frac1{v(\theta)}-\frac1{v_m}\right]d\theta. \tag{15}
\]

The saturation height is unchanged, but the rise is no longer a pure exponential. I multiplied the linear speed by \(1-0.8x(1-x)\), with \(x=(\theta-\theta_i)/(1-\theta_i)\). This keeps both end speeds and lowers the middle by 20 %. The saturation height stayed at 195.0 nm, while the incubation time rose to 75.5 s, 15 % above the linear result.

**Q.** How does this compare with real copper plating?

**A.** The width and the full-speed current are in the rough range of damascene trench plating. Two electrons per copper atom give \(i=2Fv/V_m\), with \(F\) the Faraday constant and \(V_m\approx7.1\) cm³/mol the molar volume. The saturated floor then draws 21.8 mA/cm², the initial floor 0.60 mA/cm² and the walls 0.054 mA/cm². A threshold within about 1 % of the wall coverage is a special choice, and a fill of two minutes is slow for such a small trench.

Another assumption at risk is the absence of accelerator in the bath, since production baths normally contain it. For an assumed adsorption rate of \(10^{-3}\) s⁻¹ on free sites, \(\theta_s\) becomes \(1-0.80\,e^{-rt}\), with \(r\) that rate. By 89.9 s, the static saturation time, each wall would move at 0.71 nm/s and would have advanced 33 nm of its available 50 nm. The floor itself would saturate well before that, since the bath and the narrowing gap both enrich it. The 65.6 s is then not a number to correct by a few per cent; the static-wall model has failed. It belongs to predosed copper in an accelerator-free bath, and only if the walls hardly plate. In the linear law that means a wall coverage barely above the threshold; walls fully blocked below the threshold would also suit the static model. If the straight line (2) held all the way down to bare copper, and bare copper plated at a finite speed, then \(\theta_c\) would be negative and by (12) the walls would close in even on predosed copper. That ends the static-wall picture, not necessarily filling from the bottom: whether the floor reaches the mouth first depends on the depth, the wall coverage and \(\theta_c\). A law that flattens out at low coverage can avoid this, provided that the wall coverage lies in the flat part and that the speed there is small enough for the walls to stay nearly in place during the rise.

**Q.** And transport, or accelerator that gets buried?

**A.** For a current density \(i\) over a length \(L\), steady diffusion needs a relative concentration drop \(iL/(2FDc)\). With rough values \(D=5\times10^{-6}\) cm²/s and \(c=0.5\) mol/L, the drop along the trench at full speed is 0.23 %. Across a 50 µm outer layer it would be 23 % if the whole wafer plated at \(v_m\), so a largely active wafer would need that correction. With a rough conductivity \(\sigma=0.5\) S/cm, the ohmic drop \(iL/\sigma\) along the trench is 2.2 µV, far below the thermal voltage of 25.7 mV.

A loss of floor accelerator at an assumed \(10^{-4}\) s⁻¹ raises the static incubation time to 66.3 s, about 1 %. The effect is small only because that rate is far below \(2\theta_sv_i/(w\theta_i)=4\times10^{-3}\) s⁻¹, at which loss cancels the initial gain and the floor coverage stops growing; at \(10^{-3}\) s⁻¹ the time is 73 s, 12 % longer. Finally, the even floor is an idealisation that ordinary surface diffusion does not supply. A surface diffusivity of \((w/2)^2/\tau=1.0\times10^{-12}\) cm²/s lets the accelerator cross half the floor in about one growth time. With the same mobility on the walls, it would also climb about that far, 50 nm, while by (5) the floor rises only \(v_i\tau(e-1)\approx9\) nm in its first growth time. Much of the enrichment would leak away, and the 65.6 s would no longer hold. An accelerator that hardly diffuses stays mostly off the walls, but it gathers near the corners and the floor loses its flatness. The formulas above therefore describe an idealised floor that shares its accelerator evenly and keeps it; they do not predict the time for an accelerator equally mobile on floor and walls. For a barely mobile accelerator, equation (1) gives only the average coverage, and only as long as the floor is still nearly flat. The numerical output lists the main values used here.

## Numbers as computed

```
trench width 100 nm, depth 500 nm
speed-law slope k 10.0 nm/s, threshold 0.198
wall coverage 0.20, initial floor coverage 0.22
initial floor speed 0.220 nm/s
saturated floor speed 8.020 nm/s
wall speed from same law 0.020 nm/s
current density, initial floor 0.60 mA/cm2
current density, saturated floor 21.8 mA/cm2
current density, walls 0.054 mA/cm2
speed ratio R 36.45, ln R 3.596
growth time tau 25.00 s
1/growth rate fitted to sweep 25.00 s
largest height error against sweep 4.2e-05 nm
saturation height 195.0 nm
saturation time 89.90 s
apparent incubation time, formula 65.59 s
apparent incubation time, sweep line 65.59 s
large-R estimate tau(ln R - 1) 64.90 s
fill time 127.9 s = 2.13 min
tangent intercept at t = 50 s: 28.38 s
second trench: w 160 nm, wall 0.30, floor 0.40: 16.82 s
moving walls: saturation time 85.46 s
moving walls: saturation height 186.5 nm
moving walls: incubation time 62.22 s
moving walls: gap left at saturation 96.6 %
equal start, static formula: saturation 149.8 s
equal start, moving walls: saturation 128.1 s
tau ln 2 17.33 s; slow-wall delay 17.34 s
no threshold: gap left at saturation 44.7 %
speed law bent down 20 % midway: incubation 75.52 s
bent law: saturation height 195.0 nm
floor loss rate 1e-04 1/s: incubation 66.25 s
assumed bath adsorption rate 1e-03 1/s
bath case: wall speed at t_sat 0.71 nm/s
bath case: shift of each wall by t_sat 33.2 nm
rough copper molar volume 7.1 cm3/mol
rough cupric diffusivity 5e-06 cm2/s
rough cupric concentration 0.5 mol/L
rough conductivity 0.5 S/cm
rough outer diffusion layer 50 um
copper depletion along trench 0.23 %
outer depletion, whole wafer at v_max 23 %
ohmic drop along trench 2.2 uV
thermal voltage at 298.15 K 25.7 mV
surface diffusivity for even floor 1.0e-12 cm2/s
```
